# Photon recoil in hydrogen: Lyman alpha and two-photon 1S-2S excitation: a program that tests the result

```python
"""Recoil shift of hydrogen Lyman alpha and its absence in 1S-2S excitation
by two photons of equal frequency from opposite directions.

Result under test: a free atom of mass M at rest absorbs one photon at
    E = gap + R,    R = gap**2 / (2 M c**2),
whereas two opposite photons of equal energy need E = gap in total.
gap: internal 1S-2S (= 1S-2P) energy of the nonrelativistic Coulomb problem
E: total photon energy; M: proton plus electron mass; c: speed of light
Hartree atomic units are used unless a printed label names another unit.
"""
import numpy as np
from mpmath import mp, mpf
from scipy import constants
from scipy.linalg import eigh_tridiagonal

mp.dps = 40
proton_mass = constants.physical_constants["proton-electron mass ratio"][0]
hartree_hz = constants.physical_constants["hartree-hertz relationship"][0]
hartree_mhz = hartree_hz / 1e6
c_au = 1 / constants.fine_structure
total_mass = proton_mass + 1
reduced_mass = proton_mass / total_mass
gap = 3 * reduced_mass / 8
rest_energy = total_mass * c_au**2
recoil = gap**2 / (2 * rest_energy)


# Internal energies from the radial equation on a grid.
def radial_energies(angular_momentum, count):
    step = 0.01
    r = step * np.arange(1, 6001)
    diagonal = (1 / (reduced_mass * step**2) - 1 / r
                + angular_momentum * (angular_momentum + 1)
                / (2 * reduced_mass * r**2))
    off_diagonal = np.full(len(r) - 1, -1 / (2 * reduced_mass * step**2))
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


energy_1s, energy_2s = radial_energies(0, 2)
energy_2p = radial_energies(1, 1)[0]
# The grid error is of order step**2, about 1e-5 hartree.
assert abs(energy_2s - energy_1s - gap) < 5e-5
assert abs(energy_2p - energy_1s - gap) < 5e-5


# Relativistic conservation of energy and momentum, solved by iteration.
def absorbed_energy(net_direction, beta=0):
    """Total photon energy; net_direction = photon momentum * c / energy."""
    beta = mpf(beta)
    mass_energy = mpf(rest_energy)
    gamma = 1 / mp.sqrt(1 - beta**2)
    momentum_c = mass_energy * gamma * beta
    energy = mpf(gap)
    for _ in range(30):
        final_momentum_c = momentum_c + net_direction * energy
        final_energy = mp.sqrt((mass_energy + mpf(gap))**2
                               + final_momentum_c**2)
        energy = final_energy - mass_energy * gamma
    return energy


def shift_mhz(energy):
    return float((energy - mpf(gap)) * mpf(hartree_mhz))


recoil_mhz = recoil * hartree_mhz
one_photon_mhz = shift_mhz(absorbed_energy(1))
opposite_mhz = shift_mhz(absorbed_energy(0))
assert abs(one_photon_mhz / recoil_mhz - 1) < 1e-10
assert abs(opposite_mhz) < 1e-15
assert round(one_photon_mhz, 1) == 13.4

# Emission by an excited atom at rest.
emitted = mpf(gap)
for _ in range(30):
    emitted = (mpf(rest_energy) + mpf(gap)
               - mp.sqrt(mpf(rest_energy)**2 + emitted**2))
emission_mhz = shift_mhz(emitted)
assert abs(emission_mhz / recoil_mhz + 1) < 1e-7

# Recoil velocity, and recoil as Doppler shift at the mean velocity.
photon = absorbed_energy(1)
recoil_beta = float(photon / (mpf(rest_energy) + photon))
recoil_velocity = recoil_beta * constants.c
mean_doppler_mhz = gap * hartree_mhz * recoil_beta / 2
assert abs(recoil_beta / (gap / rest_energy) - 1) < 1e-7
assert abs(mean_doppler_mhz / one_photon_mhz - 1) < 1e-7

# Moving atom.
speed = 3000.0
beta = speed / constants.c
doppler_mhz = gap * hartree_mhz * beta
second_order_mhz = -gap * hartree_mhz * beta**2 / 2
along_mhz = shift_mhz(absorbed_energy(1, beta))
against_mhz = shift_mhz(absorbed_energy(1, -beta))
moving_opposite_mhz = shift_mhz(absorbed_energy(0, beta))
# The neglected terms are of second order in beta.
assert abs(along_mhz - doppler_mhz - recoil_mhz) < 2 * abs(second_order_mhz)
assert abs(against_mhz + doppler_mhz - recoil_mhz) < 2 * abs(second_order_mhz)
assert abs(moving_opposite_mhz / second_order_mhz - 1) < 1e-6

# Beams that miss exact opposition by a small angle.
angle = mpf("0.001")
net_z = (1 - mp.cos(angle)) / 2
net_x = mp.sin(angle) / 2
tilted_hz = 1e6 * shift_mhz(absorbed_energy(mp.sqrt(net_z**2 + net_x**2)))
tilt_formula_hz = 1e6 * recoil_mhz * float(mp.sin(angle / 2)**2)
assert abs(tilted_hz / tilt_formula_hz - 1) < 1e-6


# Quantum model of internal states and centre-of-mass motion.
# Units here: hbar = M = one-photon wave number = 1.
orders = np.arange(-5, 6)
position = 2 * np.pi * np.arange(32) / 32
plane_waves = np.exp(1j * np.outer(position, orders)) / np.sqrt(32)
detunings = np.arange(-0.5, 3.0001, 0.005)


def excited_populations(wave, coupling, middle_levels, initial_momentum):
    """Upper-state population for each detuning and momentum order.

    The detuning is total photon energy minus internal gap.
    """
    size = len(orders)
    wave_matrix = plane_waves.conj().T @ (wave[:, None] * plane_waves)
    kinetic = (orders + initial_momentum)**2 / 2
    start = int(np.where(orders == 0)[0][0])
    duration = 60.0
    result = []
    for detuning in detunings:
        levels = [0.0] + middle_levels + [-detuning]
        hamiltonian = np.diag(np.concatenate(
            [kinetic + level for level in levels])).astype(complex)
        for lower in range(len(levels) - 1):
            a = slice(lower * size, (lower + 1) * size)
            b = slice((lower + 1) * size, (lower + 2) * size)
            hamiltonian[b, a] = coupling * wave_matrix
            hamiltonian[a, b] = coupling * wave_matrix.conj().T
        values, vectors = np.linalg.eigh(hamiltonian)
        state = vectors @ (np.exp(-1j * values * duration)
                           * vectors[start].conj())
        result.append(np.abs(state[-size:])**2)
    return np.array(result)


def peak(populations, order):
    channel = populations[:, int(np.where(orders == order)[0][0])]
    assert channel.max() > 0.2      # a real resonance, not background
    return detunings[np.argmax(channel)]


travelling = np.exp(1j * position)
standing = 2 * np.cos(position)
model_peaks = {}
for q in (0.0, 0.3):
    single = excited_populations(travelling, 0.02, [], q)
    double = excited_populations(standing, 1.0, [100.0], q)
    found = (peak(single, 1), peak(double, 0),
             peak(double, 2), peak(double, -2))
    expected = (0.5 + q, 0.0, 2 + 2 * q, 2 - 2 * q)
    # Scan step 0.005 plus residual light shifts below 0.001.
    assert np.allclose(found, expected, rtol=0, atol=0.01)
    model_peaks[q] = [value + 0.0 for value in np.round(found, 3)]

print(f"proton mass / electron mass: {proton_mass:.4f}")
print(f"atom mass M: {total_mass:.4f} electron masses")
print(f"reduced mass: {reduced_mass:.7f} electron masses")
print(f"speed of light: {c_au:.4f} atomic units")
print(f"rest energy M c^2: {rest_energy:.5e} hartree")
print(f"internal gap, formula: {gap:.6f} hartree")
print(f"internal gap 1S-2S, radial grid: {energy_2s - energy_1s:.6f} hartree")
print(f"internal gap 1S-2P, radial grid: {energy_2p - energy_1s:.6f} hartree")
print(f"gap / h: {gap * hartree_mhz:.4e} MHz")
print(f"conversion, 1 hartree / h: {hartree_mhz:.6e} MHz")
print(f"recoil energy R, formula: {recoil:.4e} hartree")
print(f"recoil shift R / h, formula: {recoil_mhz:.2f} MHz")
print(f"one-photon shift, conservation laws: {one_photon_mhz:.2f} MHz")
print(f"emission shift, conservation laws: {emission_mhz:.2f} MHz")
print(f"absorption-emission separation: "
      f"{one_photon_mhz - emission_mhz:.2f} MHz")
print(f"recoil velocity: {recoil_velocity:.3f} m/s")
print(f"Doppler shift at half recoil velocity: {mean_doppler_mhz:.2f} MHz")
print(f"opposite beams, atom at rest, shift of sum: "
      f"{abs(opposite_mhz):.2f} MHz")
print(f"same beam, two photons, shift of sum: {one_photon_mhz:.2f} MHz")
print(f"same beam, shift of laser frequency: {one_photon_mhz / 2:.2f} MHz")
print(f"chosen atom speed: {speed:.0f} m/s")
print(f"one-photon first-order Doppler shift: {doppler_mhz:.0f} MHz")
print(f"opposite beams, moving atom, shift of sum: "
      f"{moving_opposite_mhz:.4f} MHz")
print(f"second-order Doppler formula: {second_order_mhz:.4f} MHz")
print(f"chosen beam misalignment: {float(angle) * 1000:.0f} mrad")
print(f"residual recoil of sum, conservation laws: {tilted_hz:.2f} Hz")
print(f"residual recoil of sum, formula: {tilt_formula_hz:.2f} Hz")
print("Quantum model, peak detunings in units hbar = M = k = 1:")
for q, values in model_peaks.items():
    print(f"initial momentum {q:.1f}: one photon {values[0]:.3f}")
    print(f"initial momentum {q:.1f}: opposite beams {values[1]:.3f}")
    print(f"initial momentum {q:.1f}: two from +k beam {values[2]:.3f}")
    print(f"initial momentum {q:.1f}: two from -k beam {values[3]:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
proton mass / electron mass: 1836.1527
atom mass M: 1837.1527 electron masses
reduced mass: 0.9994557 electron masses
speed of light: 137.0360 atomic units
rest energy M c^2: 3.44996e+07 hartree
internal gap, formula: 0.374796 hartree
internal gap 1S-2S, radial grid: 0.374784 hartree
internal gap 1S-2P, radial grid: 0.374783 hartree
gap / h: 2.4660e+09 MHz
conversion, 1 hartree / h: 6.579684e+09 MHz
recoil energy R, formula: 2.0358e-09 hartree
recoil shift R / h, formula: 13.40 MHz
one-photon shift, conservation laws: 13.40 MHz
emission shift, conservation laws: -13.40 MHz
absorption-emission separation: 26.79 MHz
recoil velocity: 3.257 m/s
Doppler shift at half recoil velocity: 13.40 MHz
opposite beams, atom at rest, shift of sum: 0.00 MHz
same beam, two photons, shift of sum: 13.40 MHz
same beam, shift of laser frequency: 6.70 MHz
chosen atom speed: 3000 m/s
one-photon first-order Doppler shift: 24677 MHz
opposite beams, moving atom, shift of sum: -0.1235 MHz
second-order Doppler formula: -0.1235 MHz
chosen beam misalignment: 1 mrad
residual recoil of sum, conservation laws: 3.35 Hz
residual recoil of sum, formula: 3.35 Hz
Quantum model, peak detunings in units hbar = M = k = 1:
initial momentum 0.0: one photon 0.500
initial momentum 0.0: opposite beams 0.000
initial momentum 0.0: two from +k beam 2.000
initial momentum 0.0: two from -k beam 2.000
initial momentum 0.3: one photon 0.800
initial momentum 0.3: opposite beams 0.000
initial momentum 0.3: two from +k beam 2.600
initial momentum 0.3: two from -k beam 1.400
ALL CHECKS PASSED
```
